# Neutral fraction of a negative-U dangling bond at the midpoint Fermi level

A dangling bond at the interface of a gate stack is an orbital that has lost its bonding partner. It can hold no electron, one electron or two, and these charge states are written $D^+$, $D^0$ and $D^-$. The neutral state has an unpaired spin, with two states of equal energy in zero magnetic field. The charged states are singlets. The problem asks how often such a site is neutral when its effective correlation energy is negative.

The sites are taken as independent, with no other electronic states within thermal reach, and in equilibrium with an electron reservoir at Fermi level $\mu$. The algebra uses atomic units ($\hbar=m_e=e=1$), with Boltzmann's constant $k$ kept explicit. Numerical energies are in eV.

## (a) How can the effective correlation be negative?

Let $n=n_\uparrow+n_\downarrow$ be the electron number. The orbital energy is $\varepsilon$, the bare repulsion is $U_C>0$, and the site is coupled to one vibration with mass-weighted coordinate $Q$, momentum $P$ and frequency $\omega$:

$$H=\varepsilon n+U_C n_\uparrow n_\downarrow+\tfrac12\left(P^2+\omega^2Q^2\right)-c(n-1)Q .$$

The origin of $Q$ is the relaxed neutral geometry. Find the free energy $G_n$ of each charge state, leaving out the spin weight of $D^0$, and from these the effective correlation $U=G_0+G_2-2G_1$.

**Solution.** $H$ conserves $n$, so each charge state can be treated separately, with $n$ an ordinary number. Completing the square gives

$$\tfrac12\omega^2Q^2-c(n-1)Q=\tfrac12\omega^2\left[Q-\frac{c(n-1)}{\omega^2}\right]^2-\frac{c^2(n-1)^2}{2\omega^2}.$$

The first term is the same oscillator with a displaced origin. A displacement changes neither the level spacing nor the vibrational free energy $F_v$, so $F_v$ is common to all three charge states. The second term is an energy gain. It vanishes for $n=1$, and for $n=0$ and $n=2$ it equals $L=c^2/2\omega^2$. Hence

$$G_0=F_v-L,\qquad G_1=F_v+\varepsilon,\qquad G_2=F_v+2\varepsilon+U_C-L .$$

In the combination $G_0+G_2-2G_1$ both $F_v$ and $\varepsilon$ cancel:

$$U=U_C-2L .$$

The correlation is negative when $2L>U_C$: the relaxation of the two charged states then outweighs the repulsion of the paired electrons. Since $U$ is the free-energy change of $2D^0\to D^++D^-$, two distant neutral sites lower their free energy by passing an electron from one to the other, spin entropy aside.

Parts (b) to (e) need the three values $G_n$ but not this particular mechanism.

## (b) Where is the midpoint, and what does neutrality cost there?

The charge-transition levels are $E_{+/0}=G_1-G_0$ and $E_{0/-}=G_2-G_1$. Find their midpoint $M$, and compare the three charge states at $\mu=M$.

**Solution.** The midpoint is

$$M=\tfrac12\left(E_{+/0}+E_{0/-}\right)=\tfrac12\left(G_2-G_0\right),$$

because $G_1$ cancels. The separation of the levels is

$$E_{0/-}-E_{+/0}=G_2-2G_1+G_0=U ,$$

so that

$$E_{+/0}=M-\tfrac12U,\qquad E_{0/-}=M+\tfrac12U .$$

For $U<0$ the level $E_{0/-}$ lies below $E_{+/0}$, the reverse of the usual order. In the model of part (a), $M=\varepsilon+U_C/2$, so relaxation moves the two levels through each other and leaves their midpoint in place.

Each electron is drawn from the reservoir at a cost $\mu$, so the quantity to compare is $\Omega_n=G_n-n\mu$. At $\mu=M$,

$$\Omega_2=G_2-(G_2-G_0)=G_0=\Omega_0,$$

$$\Omega_1-\Omega_0=G_1-\tfrac12(G_2-G_0)-G_0=-\tfrac12\left(G_0+G_2-2G_1\right)=-\tfrac12U .$$

The charged states are degenerate. For $U<0$ the neutral state lies $|U|/2$ above them. The cost is half of $|U|$ because $|U|$ is the cost of making two neutral sites from one $D^+$ and one $D^-$.

## (c) What is the neutral fraction at the midpoint?

Show that for $U<0$ the neutral fraction at $\mu=M$ is $1/[1+\exp(|U|/2kT)]$. Trace the role of the spin degeneracy, and examine the limits.

**Solution.** In equilibrium, charge state $n$ has weight $g_n\exp(-\Omega_n/kT)$, with $g_0=g_2=1$ and $g_1=2$. Dividing all weights by that of $D^+$ gives

$$w_+=1,\qquad w_0=2\exp\frac{\mu-E_{+/0}}{kT},\qquad w_-=\exp\frac{2(\mu-M)}{kT}.$$

The second follows from $\Omega_1-\Omega_0=E_{+/0}-\mu$, and the third from $\Omega_2-\Omega_0=2M-2\mu$. At $\mu=M$ the exponent in $w_0$ is $(M-E_{+/0})/kT=U/2kT$, and $w_-=1$. Therefore

$$f_0=\frac{w_0}{w_++w_0+w_-}=\frac{2e^{U/2kT}}{2+2e^{U/2kT}}=\frac{1}{1+e^{-U/2kT}} .$$

The last step divides numerator and denominator by $2e^{U/2kT}$. With $U=-|U|$,

$$\boxed{f_0=\frac{1}{1+e^{|U|/2kT}}}$$

The 2 in the numerator counts the spin states of $D^0$. The 2 in the denominator that is free of $U$ counts the two charged states. They cancel, so the result looks like the occupation of one level lying $|U|/2$ above another. If one spin state were removed, the weights would be $1,\,e^{U/2kT},\,1$, and the fraction would become $1/(1+2e^{|U|/2kT})$, about half as large when $|U|\gg kT$.

Three limits follow:

- For $kT\ll|U|$ with $U<0$, $f_0\simeq e^{-|U|/2kT}$, and the unpaired spins disappear on cooling.
- For $kT\gg|U|$, $f_0\to\tfrac12$: all four states are equally likely, and two of them are neutral.
- For $U>0$ the signed formula gives $f_0>\tfrac12$. Since $1/(1+x)+1/(1+1/x)=1$, the fractions for $U$ and $-U$ add up to one.

## (d) How special is the midpoint?

Find $f_0$ at any Fermi level, the offset that halves it, and the effect of defining the levels by equal populations.

**Solution.** Let $d=(\mu-M)/kT$ and $B=e^{-U/2kT}$. Since $\mu-E_{+/0}=(\mu-M)+U/2$, the weights are $1$, $2e^{d}/B$ and $e^{2d}$. Dividing each by $e^{d}$ and using $e^{-d}+e^{d}=2\cosh d$,

$$f_0(d)=\frac{2/B}{2\cosh d+2/B}=\frac{1}{1+B\cosh d}.$$

Because $\cosh d\ge1$, with equality at $d=0$, the midpoint value is the largest neutral fraction at the given temperature. For $U<0$ we have $B>1$, so even this maximum is below one half: no Fermi level makes the neutral state the majority. Well above the midpoint the site is mainly $D^-$, and well below it mainly $D^+$.

The fraction is half its maximum when $1+B\cosh d=2(1+B)$, that is, when

$$\cosh d=2+\frac1B .$$

For negative $U$ with $|U|\gg kT$ this tends to $\cosh d=2$, or $|d|\simeq1.32$. The midpoint formula therefore describes a window only a few $kT$ wide, however large $|U|$ is.

Levels may also be defined as the Fermi levels at which neighbouring charge states are equally populated. Setting $w_+=w_0$ gives $\mu=E_{+/0}-kT\ln2$. Setting $w_0=w_-$ gives

$$\ln2+\frac{\mu-E_{+/0}}{kT}=\frac{2(\mu-M)}{kT}\quad\Rightarrow\quad \mu=2M-E_{+/0}+kT\ln2=E_{0/-}+kT\ln2 .$$

The shifts are opposite, so $M$ is unchanged. The separation, however, becomes $U'=U+2kT\ln2$. Substituting $U=U'-2kT\ln2$ into the midpoint law gives $f_0=1/(1+2e^{-U'/2kT})$. The law in part (c) thus requires a $U$ from which the spin entropy has been left out.

## (e) How do charge and neutral fraction respond?

Find the slope of the mean electron number $\bar n$ with $\mu$ at the midpoint, and the apparent activation energy of $f_0$ when $U$ does not depend on temperature and $\mu$ is kept at $M$.

**Solution.** With $\bar n=\sum_n n w_n/\sum_n w_n$ and $dw_n/d\mu=n w_n/kT$, the quotient rule gives

$$\frac{d\bar n}{d\mu}=\frac{\langle n^2\rangle-\langle n\rangle^2}{kT}.$$

At $\mu=M$ the charged fractions are equal, $f_+=f_-=(1-f_0)/2$. Then $\langle n\rangle=f_0+2f_-=1$ and $\langle n^2\rangle=f_0+4f_-=2-f_0$, so

$$\left.\frac{d\bar n}{d\mu}\right|_M=\frac{1-f_0}{kT}.$$

For $U=0$ this is $1/2kT$, as expected for two independent spin orbitals, each contributing $\tfrac12\cdot\tfrac12/kT$. For strongly negative $U$ it doubles to $1/kT$, since the charge then changes in pairs. For strongly positive $U$ it vanishes.

For the temperature dependence let $\beta=1/kT$. From $\ln f_0=-\ln(1+e^{\beta|U|/2})$,

$$-\frac{d\ln f_0}{d\beta}=\frac{|U|}{2}\,\frac{e^{\beta|U|/2}}{1+e^{\beta|U|/2}}=\frac{|U|}{2}(1-f_0).$$

An Arrhenius plot therefore gives nearly $|U|/2$, not $|U|$, when neutral sites are rare.

## (f) How large is the fraction in an example?

Take a model site with $U_C=0.6$ eV and $L=0.5$ eV, at a density $N=10^{12}$ cm$^{-2}$, with $M$ at the middle of a 1.1 eV gap. Evaluate the results at 300 K and 400 K.

**Solution.** The effective correlation is $U=0.6-2(0.5)=-0.4$ eV. Measured from the valence edge, $M=0.55$ eV, $E_{+/0}=0.55+0.20=0.75$ eV and $E_{0/-}=0.55-0.20=0.35$ eV.

At 300 K, $kT=0.02585$ eV, and

$$\frac{|U|}{2kT}=\frac{0.2}{0.02585}=7.74,\qquad f_0=4.4\times10^{-4}.$$

At 400 K, $kT=0.03447$ eV, the exponent is 5.80, and $f_0=3.0\times10^{-3}$. The densities of unpaired spins, $Nf_0$, are $4.4\times10^{8}$ and $3.0\times10^{9}$ cm$^{-2}$. Heating by 100 K at fixed $U$, with $\mu$ kept at $M$, raises the spin density about sevenfold.

These values can be tested without completing the square. Diagonalizing $H-\mu n$ with a vibration quantum of 0.05 eV and 60 vibrational states gives $f_0=0.0004365$ at 300 K, and the formula gives the same four digits. With one spin state removed, the diagonalization gives 0.0002183, half as much. With $L$ reduced to 0.1 eV, so that $U=+0.4$ eV, it gives 0.999564, the complement required by part (c).

At 300 K the neutral fraction halves at an offset of 0.034 eV from the midpoint. The charge response is 38.7 electrons per eV and site, or about $3.9\times10^{13}$ cm$^{-2}$ eV$^{-1}$ for the whole density. A small spin density thus coexists with a large static charge response.

## (g) What changes the result in a gate stack?

Let the site lie at a silicon interface below 1 nm of interlayer, 2 nm of high-k oxide and a metal gate. Estimate, at 300 K, the effects of Fermi-level offset, disorder, a charge-dependent vibration and slow exchange of electrons.

**Solution.** *Fermi-level offset.* Gate bias bends the silicon bands and moves $\mu$ relative to $M$. By part (d), an offset of 0.1 eV multiplies $f_0$ by

$$\frac{1+B}{1+B\cosh(0.1/0.02585)}=0.042 .$$

*Random potential.* Nearly all sites are charged. A unit charge at lateral distance $r$, with its image in a metal at height $h$, gives the potential energy

$$\phi(r)=\frac{1}{\epsilon_r}\left(\frac1r-\frac{1}{\sqrt{r^2+4h^2}}\right)$$

in a medium of uniform relative permittivity $\epsilon_r$. The image of the site's own charge is counted as part of $U$. For independent random positions and signs the cross terms average to zero, leaving the variance

$$\sigma^2=2\pi N\int_{r_0}^{\infty}\phi^2(r)\,r\,dr .$$

With the rough values $\epsilon_r=8$, $h=3$ nm and closest distance $r_0=1$ nm, $\sigma=0.038$ eV. This is comparable with the half-width of 0.034 eV. Averaging $f_0(d)$ over a Gaussian of this width, centred on $M$, multiplies the neutral fraction by 0.61. The Gaussian overstates the reduction: on average only about one neighbour lies within the image distance $2h$, so the true distribution has a sharper peak and longer tails. Real charges would be correlated, and the layers differ in permittivity, so this is an estimate of size.

*Spread of $U$.* In a disordered interface $U$ varies from site to site. For rare neutral sites $f_0\simeq e^{U/2kT}$, and a Gaussian spread $s$ at fixed $M$ gives

$$\frac{\langle f_0\rangle}{f_0}\simeq\exp\left[\frac{s^2}{8(kT)^2}\right],$$

because a Gaussian variable $x$ of zero mean and variance $s^2$ obeys $\langle e^{ax}\rangle=e^{a^2s^2/2}$, here with $a=1/2kT$. For $s=0.05$ eV the factor is 1.6: sites with small $|U|$ supply more than their share of the spins.

*Charge-dependent vibration.* Suppose the neutral site vibrates at $\omega'$ and both charged states at $\omega$. An oscillator has the partition function $\sum_{j\ge0}e^{-\omega(j+1/2)/kT}=1/[2\sinh(\omega/2kT)]$, so $w_0$ gains the factor $\sinh(\omega/2kT)/\sinh(\omega'/2kT)$. Lowering the neutral quantum from 0.050 to 0.045 eV, with the potential minima fixed, multiplies $f_0$ by 1.14. The midpoint law still holds if $U$ is the full free-energy combination, which now depends on temperature, so the slope in part (e) no longer gives $|U|/2$ alone.

*Exchange with silicon.* Let every capture process have the same coefficient $C$, the product of cross-section and thermal velocity. With $\mu$ at midgap and equal band densities of states, the electron and hole densities are equal, $n_e=p_h=n_i$. A $D^-$ site becomes neutral by capturing a hole, at rate $Cn_i$, or by emitting an electron. Detailed balance sets the emission rate to $Cn_if_0/f_-=2Cn_i/B$. The total is $\gamma=Cn_i(1+2/B)$, and by symmetry $D^+$ becomes neutral at the same rate. If $\eta$ is the common rate from $D^0$ to each charged state,

$$\dot f_+=-\gamma f_++\eta f_0,\qquad \dot f_-=-\gamma f_-+\eta f_0 .$$

Subtraction shows that $f_+-f_-$ decays at rate $\gamma$. Adding, with $f_++f_-=1-f_0$, gives $\dot f_0=\gamma-(\gamma+2\eta)f_0$, which relaxes faster. The slowest time is therefore $1/\gamma$. For a cross-section of $10^{-15}$ cm$^2$, a velocity of $10^7$ cm/s and $n_i=1.2\times10^{10}$ cm$^{-3}$, all rough, it is of order 10 ms. This time is set by capture at the charged sites and scales inversely with that cross-section, which can be larger because these sites attract the carrier they capture. A signal much faster than this does not see the equilibrium charge response of part (e).

*Capture barrier.* Lattice relaxation can slow capture further. For $D^+$ taking an electron from the conduction edge, the energy released is $R=1.10-0.75=0.35$ eV. In a scaled coordinate $q$ the energies before and after capture are $L(q-1)^2+R$ and $Lq^2$. They cross at $q=(L+R)/2L$, at a height above the initial minimum of

$$L(q-1)^2=\frac{(L-R)^2}{4L}=\frac{0.15^2}{2}\simeq0.011\ \text{eV}.$$

Classically this slows capture by a factor of about 1.5. It changes the time to reach equilibrium, not $f_0$.

*Exchange with the gate.* A $D^+$ site can also take an electron from the metal. With equal Fermi levels in gate and silicon, the rate is roughly an attempt rate times $\exp(-2\sum_i\kappa_id_i)$ times $2/B$. Here $\kappa_i=\sqrt{2m_iV_i}$ for a layer of thickness $d_i$, barrier $V_i$ and mass $m_i$, and $2/B$ accounts for the cost $|U|/2$ and the two spin states. With barriers of 3.7 and 2.0 eV and masses of 0.4 and 0.2 for interlayer and high-k oxide, and $10^{13}$ attempts per second, the time is of order 10 s. If these barriers are counted from midgap, an electron at $E_{+/0}$ sees them 0.2 eV lower and the time falls to about 5 s. In this estimate the site follows the silicon. Lattice relaxation, left out here, would slow the exchange with the gate further. The exponential makes the conclusion sensitive to thickness, and thinner layers could reverse it: 0.6 nm of interlayer under 1.7 nm of high-k oxide already gives about 10 ms in the same estimate.

*Comparison with a real stack.* The layer thicknesses and gap are in the usual range for silicon under a hafnium-based oxide. A density of $10^{12}$ cm$^{-2}$ is typical of an unpassivated interface and high for one treated with hydrogen. The value $U=-0.4$ eV is a model choice: the dangling bond at the silicon/silicon-oxide interface is commonly found to have positive $U$, and the negative-$U$ result must not be applied to it. With $U$ fixed at this value, the largest of the changes in $f_0$ estimated above comes from the Fermi-level offset. A 0.1 eV offset lowers the 300 K spin density from $4.4\times10^8$ to about $1.8\times10^7$ cm$^{-2}$, whereas the two kinds of disorder each change it by less than a factor of two.

There is a consequence for judging passivation. Bonding hydrogen to a site removes it from $N$, while negative $U$ leaves $N$ unchanged and pairs the electrons. Both reduce the number of unpaired spins, so a weak spin signal alone cannot tell them apart. The static charge response can: for independent sites without disorder it falls in proportion to $N$ on passivation, but stays near $N/kT$ at the midpoint for unpassivated sites with strongly negative $U$. Frozen, independent random charges of the kind described above multiply that value by about 0.6; the Gaussian approximation, which overstates the effect, gives 0.46. At this density the sites are also not independent: their collective charging energy $4\pi Nh/\epsilon_r\simeq0.07$ eV exceeds $kT$, and a simulation of interacting sites at fixed gate potential gives a response of about $0.4\,N/kT$. The response remains large, but $N/kT$ is only its independent-site value. The numerical output lists the values used here.

## Calculated quantities

```
Bare repulsion U_C: 0.6 eV
Relaxation energy L of each charged state: 0.5 eV
Vibration quantum: 0.05 eV
Effective correlation U: -0.4 eV
Temperature, room: 300 K
Temperature, hot: 400 K
kT at room temperature: 0.02585 eV
kT at hot temperature: 0.03447 eV
Silicon gap, rough: 1.1 eV
Midpoint above valence edge: 0.55 eV
Level (+/0) above valence edge: 0.75 eV
Level (0/-) above valence edge: 0.35 eV
Equal D+ and D0 populations at: 0.7321 eV
Equal D0 and D- populations at: 0.3679 eV
|U|/2kT, room: 7.736
|U|/2kT, hot: 5.802
Neutral fraction, room, diagonalization: 0.0004365
Neutral fraction, room, formula: 0.0004365
Neutral fraction, hot, diagonalization: 0.003012
Neutral fraction, hot, formula: 0.003012
D+ fraction, room: 0.499782
D- fraction, room: 0.499782
Relative shift, 60 to 90 vibration states: 2.9e-15
Neutral fraction with one spin state only: 0.0002183
Comparison case, positive U: 0.4 eV
Neutral fraction for positive U: 0.999564
Site density, rough: 1e+12 cm^-2
Neutral site density, room: 4.36e+08 cm^-2
Neutral site density, hot: 3.01e+09 cm^-2
Offset from midpoint that halves f0: 0.03405 eV
Electron number response at midpoint: 38.66 per eV
Apparent activation energy of f0: 0.1999 eV
Fermi-level offset tried: 0.1 eV
Factor on f0 from this offset: 0.0418
Interlayer thickness, rough: 1 nm
High-k thickness, rough: 2 nm
Relative permittivity, rough: 8
Closest distance of charges, rough: 1 nm
Random potential, standard deviation: 0.038 eV
Factor on f0 from random potential: 0.61
Spread of U, standard deviation: 0.05 eV
Factor on f0 from spread of U: 1.59
Softer neutral vibration quantum: 0.045 eV
Factor on f0 from softer vibration: 1.14
Band density of states, rough: 2e+19 cm^-3
Capture cross-section, rough: 1e-15 cm^2
Thermal velocity, rough: 1e+07 cm/s
Carrier density at midgap Fermi level: 1.2e+10 cm^-3
Neutral fraction from rate matrix: 0.0004365
Slowest relaxation time via silicon: 8.7 ms
Capture barrier of D+: 0.0112 eV
Slowing factor from capture barrier: 1.5
Interlayer barrier, rough: 3.7 eV
High-k barrier, rough: 2 eV
Interlayer tunnelling mass, rough: 0.4 electron masses
High-k tunnelling mass, rough: 0.2 electron masses
Tunnelling attempt rate, rough: 1e+13 s^-1
Tunnelling exchange time with gate: 1e+01 s
```
